# Winterbottom's equilibrium particle: a Wulff shape cut by the substrate: verification in Python

```python
"""
Winterbottom particle: the equilibrium shape on a rigid flat substrate is the
Wulff body W cut by the plane z = -omega (then scaled to the given volume), with
  omega = interface energy - bare-substrate surface energy   (J/m^2),
and its energy is F = 3 |K|^(1/3) V^(2/3), K being the cut body, V the volume.
Model crystal: {111} and {100} facets, a {100} plane parallel to the substrate.
Reduced bodies have lengths numerically equal to energies in J/m^2; the scale
factor lambda has the unit nm per (J/m^2).
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.spatial import ConvexHull, HalfspaceIntersection

gamma_111, gamma_100 = 1.00, 1.15
gamma_substrate, gamma_interface = 1.20, 0.80
omega = gamma_interface - gamma_substrate
patch_width, patch_thickness = 200.0, 10.0      # nm

normals_100 = np.vstack([np.eye(3), -np.eye(3)])
normals_111 = np.array(list(itertools.product([1, -1], repeat=3))) / np.sqrt(3)


def vertices_from_planes(normals, distances, interior_point):
    """Corners of the body {x : n.x <= d for every plane}."""
    planes = np.column_stack([normals, -np.asarray(distances)])
    corners = HalfspaceIntersection(planes, np.array(interior_point)).intersections
    keys = np.round(corners, 9) + 0.0
    _, keep = np.unique(keys, axis=0, return_index=True)
    return corners[keep]


wulff_normals = np.vstack([normals_100, normals_111])
wulff_distances = np.r_[np.full(6, gamma_100), np.full(8, gamma_111)]
wulff = vertices_from_planes(wulff_normals, wulff_distances, [0.0, 0.0, 0.0])


def cut_wulff(cut):
    """Wulff body restricted to z >= -cut."""
    middle = 0.5 * (gamma_100 + max(-cut, -gamma_100))
    return vertices_from_planes(np.vstack([wulff_normals, [0, 0, -1]]),
                                np.r_[wulff_distances, cut], [0, 0, middle])


def surface_pieces(points):
    """Triangle normals and areas, and the volume, of a convex polyhedron."""
    hull = ConvexHull(points)
    tri = points[hull.simplices]
    cross = np.cross(tri[:, 1] - tri[:, 0], tri[:, 2] - tri[:, 0])
    return hull.equations[:, :3], 0.5 * np.linalg.norm(cross, axis=1), hull.volume


def energy_volume(points, contact_energy=None):
    """Energy summed over facets; None means a free particle without contact."""
    normals, areas, volume = surface_pieces(points)
    tension = (normals @ wulff.T).max(axis=1)
    if contact_energy is not None:
        tension[normals[:, 2] < -1 + 1e-9] = contact_energy
    return float(tension @ areas), volume


def reduced_energy(points, contact_energy=None):
    """Scale-free energy F / V^(2/3)."""
    energy, volume = energy_volume(points, contact_energy)
    return energy / volume ** (2 / 3)


# The chosen facet energies all appear on the Wulff body.
assert np.allclose((wulff_normals @ wulff.T).max(axis=1), wulff_distances)

# Energy from facets equals three times the volume, for either sign of omega.
omega_list = [-0.8, -0.4, 0.0, 0.4, 0.8]
for w in omega_list:
    energy, volume = energy_volume(cut_wulff(w), w)
    assert abs(energy - 3 * volume) < 1e-8

# Volume from horizontal sections, independent of the polyhedron routine.
octa = np.sqrt(3) * gamma_111


def section_area(z):
    s = octa - abs(z)
    return 2 * s**2 - 4 * max(s - gamma_100, 0.0) ** 2


body = cut_wulff(omega)
body_energy, body_volume = energy_volume(body, omega)
kink = octa - gamma_100
section_volume = (quad(section_area, -omega, kink)[0]
                  + quad(section_area, kink, gamma_100)[0])
assert abs(section_volume - body_volume) < 1e-8

# The best cut position is found by minimization, not assumed.
best_cuts = []
for w in omega_list:
    found = minimize_scalar(lambda c: reduced_energy(cut_wulff(c), w),
                            bounds=(-1.1, 1.149), method="bounded",
                            options={"xatol": 1e-9})
    best_cuts.append(found.x)
    assert abs(found.x - w) < 1e-4


# Independent facet distances, origin on the substrate, top height fixing scale.
def free_facet_body(parameters, height):
    side, upper = parameters[:2]
    normals = [normals_100, normals_111[normals_111[:, 2] > 0]]
    distances = [side, side, height, side, side, 0.0] + [upper] * 4
    if len(parameters) == 3:
        normals.append(normals_111[normals_111[:, 2] < 0])
        distances += [parameters[2]] * 4
    return vertices_from_planes(np.vstack(normals), distances, [0, 0, height / 2])


facet_search = {}
for w in (-0.4, 0.4):
    predicted = [gamma_100, gamma_111 + w / np.sqrt(3)]
    if w > 0:
        predicted.append(gamma_111 - w / np.sqrt(3))
    predicted = np.array(predicted)
    start = predicted * np.array([0.9, 1.05, 1.05])[:len(predicted)]
    result = minimize(
        lambda p: reduced_energy(free_facet_body(p, gamma_100 + w), w), start,
        method="Nelder-Mead",
        options={"xatol": 1e-8, "fatol": 1e-13, "maxiter": 1500, "maxfev": 2500})
    assert np.max(np.abs(result.x - predicted)) < 1e-4
    facet_search[w] = (result.x, predicted)

# Random and slightly perturbed polyhedra must not beat the lower bound.
rng = np.random.default_rng(7)
trial_ratios = []
for w in (-0.4, 0.4):
    best = cut_wulff(w)
    bound = 3 * energy_volume(best, w)[1] ** (1 / 3)
    standing = best + np.array([0, 0, w])
    on_base = np.abs(standing[:, 2]) < 1e-9
    for trial in range(400):
        if trial % 2:
            points = rng.uniform([-1, -1, 0], [1, 1, rng.uniform(0.3, 2)], (20, 3))
            points[:8, 2] = 0.0
        else:
            points = standing + rng.normal(scale=0.01, size=standing.shape)
            points[on_base, 2] = 0.0
        trial_ratios.append(reduced_energy(points, w) / bound)
assert min(trial_ratios) >= 1 - 1e-10
assert min(trial_ratios) < 1.05


# Triangular volume-matching map from the unit cube onto the cut body.
def matching_map(u):
    z = brentq(lambda t: quad(section_area, -omega, t)[0] / body_volume - u[0],
               -omega, gamma_100, xtol=1e-12)
    s = octa - abs(z)
    edge = min(gamma_100, s)

    def chord(x):
        return 2 * min(gamma_100, s - abs(x))

    x = brentq(lambda t: quad(chord, -edge, t)[0] / section_area(z) - u[1],
               -edge, edge, xtol=1e-12)
    return np.array([z, x, (u[2] - 0.5) * chord(x)])


step = 1e-4
divergences = []
for u in itertools.product([0.125, 0.375, 0.625, 0.875], repeat=3):
    jacobian = np.column_stack([
        (matching_map(np.array(u) + step * e) - matching_map(np.array(u) - step * e))
        / (2 * step) for e in np.eye(3)])
    # Tolerance covers finite differences across kinks of the section widths.
    assert abs(np.linalg.det(jacobian) / body_volume - 1) < 3e-3
    assert np.all(np.diag(jacobian) > 0)
    divergences.append(np.trace(jacobian))
map_bound = 3 * body_volume ** (1 / 3)
width_sum = float(np.sum(np.ptp(body, axis=0)))
assert min(divergences) >= map_bound * (1 - 3e-3)
assert map_bound < np.mean(divergences) < width_sum

# Detachment: with a costly contact every attached cut loses to the free body.
costly = 1.30
free_value = reduced_energy(wulff)
attached_value = min(reduced_energy(cut_wulff(c), costly)
                     for c in np.linspace(-1.0, 1.149, 40))
assert attached_value > free_value


# Square film patch with {100} faces.
def box(width, thickness):
    return np.array(list(itertools.product([0, width], [0, width], [0, thickness])),
                    dtype=float)


# Complete wetting: at fixed volume the energy falls without limit on spreading.
wetting = -1.20
spread = [energy_volume(box(L, 1 / L**2), wetting)[0] for L in (5, 10, 20, 40)]
assert np.all(np.diff(spread) < 0) and spread[-1] < 0


# Isotropic limit: minimize a spherical cap at fixed volume over contact angle.
def cap_energy(theta, w):
    c = np.cos(theta)
    volume = np.pi * (2 + c) * (1 - c) ** 2 / 3
    return (2 * np.pi * (1 - c) + w * np.pi * np.sin(theta) ** 2) / volume ** (2 / 3)


for w in (-0.4, 0.4):
    angle = minimize_scalar(cap_energy, args=(w,), bounds=(0.1, 3.1),
                            method="bounded", options={"xatol": 1e-10}).x
    assert abs(np.cos(angle) + w) < 1e-5
    if w < 0:
        cap_angle = np.degrees(angle)

# Worked example: film patch and particle of equal volume.
total_volume = patch_width**2 * patch_thickness
scale = (total_volume / body_volume) ** (1 / 3)
particle = scale * body
particle_energy, particle_volume = energy_volume(particle, omega)
film_energy, film_volume = energy_volume(box(patch_width, patch_thickness), omega)
assert abs(particle_volume / film_volume - 1) < 1e-9
film_formula = ((gamma_100 + omega) * patch_width**2
                + 4 * gamma_100 * patch_width * patch_thickness)
assert abs(film_energy / film_formula - 1) < 1e-9
assert particle_energy < film_energy
to_fJ = 1e-18 / 1e-15                            # (J/m^2) nm^2 to fJ

normals, areas, _ = surface_pieces(particle)
nz = normals[:, 2]
groups = {"top {100}": (nz > 1 - 1e-6, gamma_100),
          "side {100}": (np.abs(nz) < 1e-6, gamma_100),
          "inclined {111}": (np.abs(np.abs(nz) - 1 / np.sqrt(3)) < 1e-6, gamma_111),
          "contact": (nz < -1 + 1e-6, omega)}
group_sum = sum(g * areas[mask].sum() for mask, g in groups.values())
assert abs(group_sum / particle_energy - 1) < 1e-7

print(f"gamma_111, gamma_100: {gamma_111:.2f}, {gamma_100:.2f} J/m^2")
print(f"gamma_s, gamma_i: {gamma_substrate:.2f}, {gamma_interface:.2f} J/m^2")
print(f"omega = gamma_i - gamma_s: {omega:.2f} J/m^2")
print(f"patch width, thickness: {patch_width:.0f}, {patch_thickness:.0f} nm")
print(f"volume: {total_volume:.4e} nm^3")
print(f"reduced volume |K|: {body_volume:.5f} (J/m^2)^3")
print(f"reduced volume |W|: {energy_volume(wulff)[1]:.5f} (J/m^2)^3")
print(f"lambda: {scale:.3f} nm per (J/m^2)")
print(f"Wulff centre height above substrate: {scale * omega:.2f} nm")
print(f"particle height: {np.ptp(particle[:, 2]):.2f} nm")
print(f"particle width between side {{100}}: {np.ptp(particle[:, 0]):.2f} nm")
for name, (mask, g) in groups.items():
    area = areas[mask].sum()
    print(f"{name}: area {area:.1f} nm^2, energy {g * area * to_fJ:.3f} fJ")
print(f"particle energy, facet sum: {particle_energy * to_fJ:.3f} fJ")
print(f"particle energy, 3 lambda^2 |K|: {3 * scale**2 * body_volume * to_fJ:.3f} fJ")
print(f"film patch energy: {film_energy * to_fJ:.3f} fJ")
print(f"energy released: {(film_energy - particle_energy) * to_fJ:.3f} fJ")
print(f"released fraction: {100 * (1 - particle_energy / film_energy):.1f} %")
print("misplaced cut at this volume and omega:")
for c in (-0.8, -0.6, -0.4, -0.2, 0.0, 0.4):
    value = reduced_energy(cut_wulff(c), omega) * total_volume ** (2 / 3) * to_fJ
    print(f"  cut {c:+.1f} J/m^2: energy {value:.3f} fJ")
print("equilibrium at this volume for other omega:")
for w, c in zip(omega_list, best_cuts):
    pts = cut_wulff(w)
    e, v = energy_volume(pts, w)
    k = (total_volume / v) ** (1 / 3)
    print(f"  omega {w:+.1f} J/m^2: found cut {c:+.5f} J/m^2, "
          f"height {k * np.ptp(pts[:, 2]):.1f} nm, energy {k**2 * e * to_fJ:.2f} fJ")
for w, (found, predicted) in facet_search.items():
    print(f"facet search, omega {w:+.1f} J/m^2 (side, upper, lower), J/m^2:")
    print("  found", np.round(found, 5), "predicted", np.round(predicted, 5))
print(f"trial shapes: {len(trial_ratios)}, lowest energy/bound: {min(trial_ratios):.5f}")
print(f"map divergence: bound {map_bound:.4f}, lowest {min(divergences):.4f}, "
      f"mean {np.mean(divergences):.4f}, width sum {width_sum:.4f} J/m^2")
print(f"omega {costly:.2f} J/m^2, F/V^(2/3): free {free_value:.4f}, "
      f"best attached {attached_value:.4f} J/m^2")
print(f"omega {wetting:.2f} J/m^2, unit-volume patch, widths 5, 10, 20, 40:")
print("  energy", np.round(spread, 3), "J/m^2 times unit area")
print(f"isotropic cap, gamma 1, omega -0.4 J/m^2: angle {cap_angle:.2f} degrees")
print("PASS")
```

Output:

```
gamma_111, gamma_100: 1.00, 1.15 J/m^2
gamma_s, gamma_i: 1.20, 0.80 J/m^2
omega = gamma_i - gamma_s: -0.40 J/m^2
patch width, thickness: 200, 10 nm
volume: 4.0000e+05 nm^3
reduced volume |K|: 1.43619 (J/m^2)^3
reduced volume |W|: 6.13945 (J/m^2)^3
lambda: 65.305 nm per (J/m^2)
Wulff centre height above substrate: -26.12 nm
particle height: 48.98 nm
particle width between side {100}: 150.20 nm
top {100}: area 2889.7 nm^2, energy 3.323 fJ
side {100}: area 565.4 nm^2, energy 0.650 fJ
inclined {111}: area 20229.5 nm^2, energy 20.230 fJ
contact: area 14569.2 nm^2, energy -5.828 fJ
particle energy, facet sum: 18.375 fJ
particle energy, 3 lambda^2 |K|: 18.375 fJ
film patch energy: 39.200 fJ
energy released: 20.825 fJ
released fraction: 53.1 %
misplaced cut at this volume and omega:
  cut -0.8 J/m^2: energy 18.938 fJ
  cut -0.6 J/m^2: energy 18.477 fJ
  cut -0.4 J/m^2: energy 18.375 fJ
  cut -0.2 J/m^2: energy 18.510 fJ
  cut +0.0 J/m^2: energy 18.894 fJ
  cut +0.4 J/m^2: energy 22.002 fJ
equilibrium at this volume for other omega:
  omega -0.8 J/m^2: found cut -0.80000 J/m^2, height 34.8 nm, energy 12.08 fJ
  omega -0.4 J/m^2: found cut -0.40000 J/m^2, height 49.0 nm, energy 18.38 fJ
  omega +0.0 J/m^2: found cut +0.00000 J/m^2, height 58.3 nm, energy 23.67 fJ
  omega +0.4 J/m^2: found cut +0.40000 J/m^2, height 68.2 nm, energy 27.29 fJ
  omega +0.8 J/m^2: found cut +0.80000 J/m^2, height 80.3 nm, energy 29.15 fJ
facet search, omega -0.4 J/m^2 (side, upper, lower), J/m^2:
  found [1.15    0.76906] predicted [1.15    0.76906]
facet search, omega +0.4 J/m^2 (side, upper, lower), J/m^2:
  found [1.15    1.23094 0.76906] predicted [1.15    1.23094 0.76906]
trial shapes: 800, lowest energy/bound: 1.00589
map divergence: bound 3.3847, lowest 3.4327, mean 3.8105, width sum 5.3500 J/m^2
omega 1.30 J/m^2, F/V^(2/3): free 5.4933, best attached 5.5237 J/m^2
omega -1.20 J/m^2, unit-volume patch, widths 5, 10, 20, 40:
  energy [ -0.33   -4.54  -19.77  -79.885] J/m^2 times unit area
isotropic cap, gamma 1, omega -0.4 J/m^2: angle 66.42 degrees
PASS
```
